# Numerov's origin term in the radial equation is not always zero

An electron in an s state of hydrogen has a finite probability density at the nucleus, where the Coulomb attraction is infinite. The radial function $P(r)=rR(r)$ vanishes there, but its curvature need not. Numerov's method, a common way to integrate the radial equation, needs that curvature at its first step when it starts from $r=0$. Since $P(0)=0$, it is tempting to enter zero and so avoid a division by zero. Does this do any harm?

## The equation and the method

In atomic units, with a fixed point nucleus of charge $Z$,

$$P''=F,\qquad F=gP,\qquad g(r)=\frac{l(l+1)}{r^2}-\frac{2Z}{r}-2E .$$

Take the grid $r_n=nh$ and write $\delta^2P_n=P_{n+1}-2P_n+P_{n-1}$. Taylor expansion gives

$$\delta^2P_n=h^2F_n+\frac{h^4}{12}P^{(4)}_n+\frac{h^6}{360}P^{(6)}_n+\dots,$$
$$\delta^2F_n=h^2P^{(4)}_n+\frac{h^4}{12}P^{(6)}_n+\dots$$

Eliminating $P^{(4)}_n$, and using $\frac1{360}-\frac1{144}=-\frac1{240}$,

$$\delta^2P_n=h^2F_n+\frac{h^2}{12}\delta^2F_n-\frac{h^6}{240}P^{(6)}_n+\dots$$

Numerov's method drops the last term. With $y_n=P_n-h^2F_n/12$ it reads

$$y_{n+1}-2y_n+y_{n-1}=h^2F_n .\tag{1}$$

The first step is $y_2=2y_1-y_0+h^2F_1$. Because $P_0=0$, it contains $y_0=-h^2F_0/12$. Setting the origin term to zero means setting $y_0=0$.

## Counter-example: hydrogen 1s

For $Z=1$ the normalized function is $P=2re^{-r}$, so

$$P''=(2r-4)e^{-r}\;\to\;-4\quad\text{as } r\to0 .$$

Thus $F_0=-4$ and $y_0=h^2/3$. Dropping $y_0$ makes $y_2$ too large by $h^2/3$. Since $P_2\approx4h$, the relative error of $P_2/P_1$ is $h/12$ to leading order. On a grid with $h=0.001$ Å the program finds $1.58\times10^{-4}$.

The consequences for the energy, relative to the model value $-13.6057$ eV, are:

| $h$ (Å) | $F_0$ dropped (eV) | $F_0$ supplied (eV) |
|---|---|---|
| 0.08 | $+0.1749$ | $-1.48\times10^{-4}$ |
| 0.04 | $+0.0477$ | $-9.25\times10^{-6}$ |
| 0.02 | $+0.0125$ | $-5.78\times10^{-7}$ |

In the last halving of the step the faulty error falls by a factor $0.0477/0.0125\approx3.8$, the correct one by $9.25/0.578\approx16$. The faulty calculation still converges to the right energy, but at second order instead of fourth. Convergence alone therefore does not reveal the fault; the rate does.

The reference energy is exact for this model, which leaves out nuclear motion, relativity and radiative effects. In the last column, and wherever $F_0$ is called supplied without further qualification, the ratio $F_0/P_1$ is taken from the power series (4) below, carried to relative order $r^8$. For the oscillator used near the end, with potential $\frac12\omega^2r^2$, the right side of (4) has $Z=0$ and the additional term $\omega^2c_{k-4}$.

## The correct statement

Let $P\simeq a\,r^{l+1}$ near the origin, with $\int_0^\infty P^2dr=1$. Then

$$F_0=\begin{cases}-2Za,&l=0\\ 2a,&l=1\\ 0,&l\ge2.\end{cases}\tag{2}$$

For bound states, dropping $F_0$ produces the leading energy errors

$$\Delta E_{l=0}=+\frac{Za^2h^2}{12},\qquad \Delta E_{l=1}=-\frac{\kappa a^2h^3}{12},\qquad \kappa\approx0.8765 .\tag{3}$$

With the correct $F_0$ the error is of order $h^4$. For $l\ge2$ zero is the correct value and the energy error stays of order $h^4$. The first grid values are a separate matter. As $h\to0$ the first step gives $P_2/P_1=[2+\frac{10}{12}l(l+1)]/[1-\frac1{48}l(l+1)]$. For $2\le l\le4$ this equals the true $2^{l+1}$, but for $l\ge7$ it is negative, a spurious sign change that node counting must ignore.

## Proof of the limits

Insert $P=a\,r^{l+1}(1+c_1r+c_2r^2+\dots)$ into the radial equation. The coefficient of $r^{l+k-1}$ gives

$$[(l+k+1)(l+k)-l(l+1)]\,c_k=k(k+2l+1)\,c_k=-2Zc_{k-1}-2Ec_{k-2},\tag{4}$$

with $c_0=1$ and $c_{-1}=0$. Hence $c_1=-Z/(l+1)$, and

$$P''=a\,l(l+1)r^{l-1}+a\,c_1(l+2)(l+1)r^l+\dots$$

For $l=0$ the first term is absent and the second gives $2ac_1=-2Za$. For $l=1$ the first term gives $2a$. For $l\ge2$ every term vanishes at $r=0$. This is (2).

The two nonzero limits have different causes: Coulomb attraction for $l=0$, the centrifugal term for $l=1$. If the potential is finite at the origin, the first disappears and the second remains. Entering zero for $l=0$ is then harmless only if the grid resolves the region where the potential departs from $-Z/r$. A nucleus of finite radius much smaller than $h$ has $F_0=0$, but every $g_n$ with $n\ge1$ equals its point-nucleus value, so entering zero gives the same second-order error as in the table.

## Proof of the energy errors

Let $y_n,P_n,F_n$ belong to the Numerov solution with the correct $F_0$, and let a tilde mark the solution with $\tilde y_0=0$. Both vanish at a distant point $r_N$. Define $D_n=y_n\tilde y_{n+1}-\tilde y_ny_{n+1}$. Then

$$y_n\delta^2\tilde y_n-\tilde y_n\delta^2y_n=D_n-D_{n-1}.$$

By (1) the left side also equals

$$h^2(y_n\tilde F_n-\tilde y_nF_n)=h^2(P_n\tilde F_n-\tilde P_nF_n)=-2h^2\Delta E\,P_n\tilde P_n .$$

The products $F_n\tilde F_n$ have cancelled, and $\tilde g-g=-2(\tilde E-E)=-2\Delta E$. Sum from $n=1$ to $N-1$. At the outer end $D_{N-1}=0$, while $D_0=y_0\tilde y_1=-h^2F_0\tilde y_1/12$. Therefore

$$-2h^2\Delta E\sum_{n=1}^{N-1}P_n\tilde P_n=-D_0=\frac{h^2F_0\tilde y_1}{12}.$$

For normalized functions $h\sum P_n\tilde P_n\to1$, so to leading order

$$\Delta E=-\frac{h}{24}\,F_0\,\tilde y_1 .\tag{5}$$

It remains to find $\tilde y_1$.

**Case $l=0$.** Start both recursions with the same $y_1$. Dropping $y_0$ changes $y_2$ by an amount of order $h^2$, hence the slope by order $h$. At a fixed distance the two solutions then differ by a relative amount of order $h$. After normalization $\tilde y_1=ah$ to leading order, and (5) gives

$$\Delta E=-\frac h{24}(-2Za)(ah)=\frac{Za^2h^2}{12}.$$

For 1s, $P=2Z^{3/2}re^{-Zr}$, so $a^2=4Z^3$ and $\Delta E=Z^4h^2/3$. For hydrogen at $h=0.02$ Å this is

$$\frac{27.2114\text{ eV}}3\left(\frac{0.02}{0.529177}\right)^2\approx0.0130\text{ eV}.$$

The computed error, $0.0125$ eV, is 0.961 times the leading-order value before rounding. Extrapolated to $h=0$, the ratio is 1.001.

**Case $l=1$.** Here the damage at the first step does not shrink with $h$. The correct value is $y_0=-ah^2/6$, and near the origin $P_2=4ah^2$, $F_2=2a$, so $y_2=(4-\frac16)ah^2=\frac{23}6ah^2$. Dropping $y_0$ lowers $y_2$ by $\frac16ah^2$, a relative error of $-1/23$, or about $-4.3\%$. The faulty solution must therefore be followed on the grid itself.

For $r\ll1/Z$ the centrifugal term dominates, $h^2g_n=2/n^2$, and

$$h^2F_n=\frac{h^2g_n}{1-h^2g_n/12}\,y_n=\frac{12}{6n^2-1}\,y_n .$$

The regular solution $P_n\propto n^2$ corresponds to $s_n=n^2-\frac16$: indeed $\delta^2s_n=2=\frac{12}{6n^2-1}s_n$. Let $z_n$ solve the same recursion with the faulty start $z_0=0$, $z_1=1$. As both obey the same linear recursion, $s_nz_{n+1}-z_ns_{n+1}$ is independent of $n$. At $n=0$ it equals $s_0z_1=-\frac16$. Dividing by $s_ns_{n+1}$,

$$\frac{z_{n+1}}{s_{n+1}}-\frac{z_n}{s_n}=-\frac1{6\,s_ns_{n+1}} .$$

Summing from $n=1$, where $z_1/s_1=\frac65$, gives the limit

$$C=\lim_{n\to\infty}\frac{z_n}{s_n}=\frac65-\frac16\sum_{n=1}^\infty\frac1{s_ns_{n+1}}\approx1.1408 .$$

Thus $z_n\to Cn^2$. In the range $h\ll r\ll1/Z$ the faulty solution must match $ar^2=ah^2n^2$, so $\tilde y_1=ah^2/C=\kappa ah^2$ with $\kappa=1/C$. Equation (5) becomes

$$\Delta E=-\frac h{24}(2a)(\kappa ah^2)=-\frac{\kappa a^2h^3}{12}.$$

The initial 4% error does not prevent convergence. For large $n$ the sum still missing from $z_n/s_n$ is about $\frac16\sum_{m\ge n}m^{-4}\approx1/(18n^3)$. Multiplied by $s_n\approx n^2$, it leaves a part $1/(18n)$ in $z_n$. This is the irregular solution, proportional to $1/r$, and after scaling by $\kappa ah^2$ its amplitude is proportional to $h^3$.

For hydrogen 2p, $P=r^2e^{-r/2}/\sqrt{24}$ and $a^2=1/24$, so $\Delta E=-\kappa h^3/288$. At $h=0.02$ Å this is

$$-27.2114\text{ eV}\times\frac{0.8765}{288}\left(\frac{0.02}{0.529177}\right)^3\approx-4.47\times10^{-6}\text{ eV}.$$

The computed error is $-4.42\times10^{-6}$ eV, against $+9.0\times10^{-9}$ eV with $F_0$ supplied. The faulty value may be accurate enough for many purposes, but its order is 3.

## Why the correct start restores fourth order

Sample the exact function: $Y_n=P(r_n)-h^2P''(r_n)/12$. It obeys (1) with the extra term $-h^6P^{(6)}_n/240$ on the right. Repeat the summation with $Y_n$ in place of $y_n$, and the correctly started Numerov solution in place of $\tilde y_n$. Their ratios $y_0/y_1$ agree, apart from a negligible effect of the small energy difference, so the boundary term drops out. If $P(r_N)$ is negligible, what remains is, to leading order,

$$-2h\,\Delta E+\frac{h^5}{240}\int_0^\infty PP^{(6)}dr=0,\qquad \Delta E=\frac{h^4}{480}\int_0^\infty PP^{(6)}dr .$$

For hydrogen 1s, $P^{(6)}=2(r-6)e^{-r}$. The integral is $4\int_0^\infty(r^2-6r)e^{-2r}dr=4(\frac14-\frac64)=-5$, so $\Delta E=-h^4/96$. The computed error at $h=0.02$ Å agrees with this to about one part in $10^4$.

## Supplying the term

The amplitude $a$ is not known separately, but the equation is linear, so $P_1$ can be chosen freely and $a$ deduced from it. For $l=0$ the obvious estimate $a=P_1/h$ is too crude. Since $P_1=ah(1-Zh+\dots)$, it misses a fraction $Zh$ of $F_0$. Putting the missing part $-2Za\cdot Zh$ into (5) gives an error $Z^2a^2h^3/12$, which is third order; the observed order is 2.92. The estimate

$$a=\frac{P_1}{h(1-Zh)}$$

leaves a relative error of order $h^2$ in $F_0$, hence $h^4$ in the energy; the observed order is 3.99. The order is restored, but not the small coefficient. For hydrogen 1s the estimate equals $a\,e^{-h}/(1-h)\approx a(1+h^2/2)$, so the missing fraction of $F_0$ is $-h^2/2$, and (5) gives $-\frac{h^2}{2}\cdot\frac{h^2}{3}=-h^4/6$. Added to $-h^4/96$, this makes the error 17 times larger. Dividing $P_1/h$ by more terms of the series, $1+c_1h+c_2h^2+\dots$, removes this contribution. For $l=1$ one may use $a=P_1/[h^2(1-Zh/2)]$. Its relative error of order $h^2$ affects the energy only at order $h^5$.

Alternatively, take both $P_1$ and $P_2$ from the series (4) and begin the recursion at $y_3$. Then $F_0$ is never needed. With the series carried to relative order $r^8$, the observed orders are 3.97 for 1s and 4.00 for 2p.

## Where zero is right

For hydrogen 3d, zero is the true limit, and the observed order is 4.00. An isotropic oscillator, whose potential is finite at the origin, separates the two causes. With zero entered, its lowest $l=0$ level converges at order 4.00, but its lowest $l=1$ level at order 3.03. Supplying $F_0=2a$ raises the latter to 4.00.

For hydrogen 1s the practical cost is considerable. By $\Delta E=h^2/3$, an error of 1 meV with the term dropped requires

$$h=0.529177\text{ Å}\times\sqrt{\frac{3\times0.001}{27.2114}}\approx0.0056\text{ Å}.$$

A run at this step gives an error of 0.99 meV with 2381 intervals out to 13.2 Å. With the origin term supplied and $a$ taken from the series to relative order $r^8$, 165 intervals give an error of 0.15 meV in magnitude. The program checks the limits (2) for 1s, 2s, 2p and 3d, the observed orders quoted above, the coefficients in (3) and the coefficient $-1/96$. The coefficients $Z^2a^2/12$ and $-1/6$ of the short estimates, the $h^5$ statement for $l=1$ and the $1/(18n)$ term are derived only.

## Table of computed values

```
Hartree energy: 27.211386 eV
Bohr radius: 0.52917721 angstrom
Exact model energy 1s: -13.605693 eV
Exact model energy 2p: -3.401423 eV
Exact model energy 3d: -1.511744 eV
Growth constant C (l=1): 1.140844
kappa = 1/C: 0.876544
First-step test grid: h = 0.001 angstrom
Relative error of P2/P1, 1s, dropped: 1.5805e-04
Relative error of P2/P1, 2p, dropped: -0.04355
Energy errors in eV: origin term dropped | supplied
1s, h=0.08 angstrom: +1.749e-01 | -1.477e-04
1s, h=0.04 angstrom: +4.774e-02 | -9.249e-06
1s, h=0.02 angstrom: +1.245e-02 | -5.783e-07
2p, h=0.08 angstrom: -2.737e-04 | +2.313e-06
2p, h=0.04 angstrom: -3.498e-05 | +1.446e-07
2p, h=0.02 angstrom: -4.422e-06 | +9.037e-09
3d, h=0.08 angstrom: -4.059e-08 | -4.059e-08
3d, h=0.04 angstrom: -2.538e-09 | -2.538e-09
3d, h=0.02 angstrom: -1.587e-10 | -1.587e-10
Observed orders from h = 0.04 and 0.02 angstrom:
1s, dropped: 1.939
2s, dropped: 1.940
2p, dropped: 2.984
3d, zero is correct: 4.000
1s, supplied, a = P1/h: 2.923
1s, supplied, a = P1/[h(1-Zh)]: 3.994
1s, supplied, long series: 3.999
2p, supplied, long series: 4.000
1s, P1 and P2 from series: 3.974
2p, P1 and P2 from series: 3.999
oscillator l=0, zero is correct: 4.001
oscillator l=1, dropped: 3.025
oscillator l=1, supplied: 4.001
Oscillator quantum: 27.2114 eV
Computed/predicted error: at 0.02 angstrom | extrapolated to h=0
1s: 0.9610 | 1.0007
2s: 0.9613 | 1.0002
1s, Z=2: 0.9212 | 0.9990
2p: 0.9889 | 0.9999
oscillator l=1: 1.0177 | 0.9996
1s, supplied, computed/predicted h^4 error: 0.9999
Outer radius for 1s: 13.229 angstrom
Step predicted for 1 meV, dropped: 0.00556 angstrom
1s error actually found there: 9.8935e-04 eV
Grid intervals there: 2381
Grid intervals at h=0.08 angstrom: 165
```
